# Decay of Metastable 2S Hydrogen in a Weak Static Electric Field

## Problem

A hydrogen atom in the state 2S$_{1/2}$ cannot reach the ground state by emitting a single electric-dipole photon, because both states have even parity. The state 2P$_{1/2}$, which lies slightly lower, can do so and decays quickly. A static electric field mixes the two and so shortens the life of the 2S state.

Let the field have strength $F$ and point along $z$, with no magnetic field present. The interval between 2S$_{1/2}$ and 2P$_{1/2}$ is of order 1 GHz; for the numbers below, 1.06 GHz is adopted as a parameter of the model. It has to be an input: the interval is a radiative effect of quantum electrodynamics, which a two-level model cannot supply.

1. Estimate the decay rate of the 2S state by scaling.
2. Derive the rate from a model of two levels, one of which decays, and find its numerical coefficient for $F$ in V/cm.
3. Determine when the result holds, and how much the omitted state 2P$_{3/2}$ changes it.

Hartree atomic units are used in the derivations, so $\hbar=e=m_e=1$ and the speed of light is $1/\alpha$. Final rates are in s$^{-1}$. The nucleus is taken as infinitely heavy, the wave functions are nonrelativistic, and hyperfine structure is left out.

## First estimate by scaling

Let $\Delta$ be the angular frequency by which 2S$_{1/2}$ lies above 2P$_{1/2}$, and $\gamma$ the decay rate of 2P. The field couples the states with a strength of order $Fd$, where $d$ is a length of atomic size. First-order perturbation theory gives a P amplitude of order $Fd/\Delta$ in the perturbed 2S state. The atom then decays at the P rate, weighted by the P population:

$$\Gamma\sim\gamma\left(\frac{Fd}{\Delta}\right)^2 .$$

For numbers, we borrow $\gamma=6.27\times10^8$ s$^{-1}$ from the calculation below. The interval is $4.30\times10^{-7}$ of the 2P–1S frequency, which is $3/8$, so $\Delta=1.61\times10^{-7}$. A field of 1 V/cm is $1.94\times10^{-10}$ atomic units. With $d=1$ bohr, $Fd/\Delta=1.21\times10^{-3}$ and $\Gamma\sim9\times10^2$ s$^{-1}$. With $d=n^2=4$ bohr, the scale of an orbit with $n=2$, the estimate is 16 times larger, about $1.5\times10^4$ s$^{-1}$.

Scaling thus gives the $F^2$ law and a coefficient between about $9\times10^2$ and $1.5\times10^4$. The length $d$ has to be calculated.

## Solution of the two-level model

### The coupling

The electron has charge $-1$, so its energy in the field is $+Fz$. This operator is odd under inversion and has no diagonal elements in states of definite parity. It also conserves the projection $m$ of the total angular momentum on $z$. Each 2S state, with $m=\pm\tfrac12$, therefore couples to one 2P$_{1/2}$ state.

The spatial matrix element uses the radial functions

$$R_{20}=\frac{1}{\sqrt2}\left(1-\frac r2\right)e^{-r/2},\qquad R_{21}=\frac{r}{\sqrt{24}}\,e^{-r/2}.$$

Since $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$, the angular integral is $1/\sqrt3$. The radial integral is

$$\int_0^\infty r^3R_{20}R_{21}\,dr=\frac{1}{\sqrt{48}}\int_0^\infty\left(r^4-\frac{r^5}{2}\right)e^{-r}dr=\frac{24-60}{\sqrt{48}}=-3\sqrt3 .$$

Hence $\langle 2s|z|2p_0\rangle=-3$. The sign depends on the phases chosen for the states and drops out of the rate.

The field does not act on spin, so from $|2s,\uparrow\rangle$ it leads to $|2p_0,\uparrow\rangle$. This is a mixture of $j=\tfrac12$ and $j=\tfrac32$. To find the weights, write

$$\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+)$$

in the basis $|2p_0,\uparrow\rangle$, $|2p_1,\downarrow\rangle$. With $L_+|2p_0\rangle=\sqrt2\,|2p_1\rangle$ the matrix is

$$\begin{pmatrix}0&1/\sqrt2\\1/\sqrt2&-1/2\end{pmatrix}.$$

Its eigenvalues $x$ obey $x(x+\tfrac12)=\tfrac12$, so $x=\tfrac12$ for $j=\tfrac32$ and $x=-1$ for $j=\tfrac12$. The first row gives the ratio of the second component to the first as $\sqrt2\,x$. The weight of $|2p_0,\uparrow\rangle$ is therefore $1/(1+2x^2)$, which is $1/3$ for $j=\tfrac12$ and $2/3$ for $j=\tfrac32$. The magnitudes of the couplings are

$$V=\frac{3F}{\sqrt3}=\sqrt3\,F\quad(2P_{1/2}),\qquad V_3=3F\sqrt{\tfrac23}=\sqrt6\,F\quad(2P_{3/2}).$$

Reflection in a plane containing the field exchanges $m=\tfrac12$ and $m=-\tfrac12$, so both have the same magnitudes.

### The decay rate of 2P

In a box of volume $\Omega$, a field mode of frequency $\omega$ has zero-point energy $\omega/2$, half of it electric. If $\mathcal E^2$ is the mean square electric field of the mode, then $\Omega\mathcal E^2/8\pi=\omega/4$, so $\mathcal E^2=2\pi\omega/\Omega$. The wavelength is much larger than the atom, and the squared coupling for emission with polarization $\boldsymbol\epsilon$ is

$$|g|^2=\frac{2\pi\omega}{\Omega}\,|\boldsymbol\epsilon\cdot\mathbf d|^2,\qquad \mathbf d=\langle1s|\mathbf r|2p\rangle .$$

The wave number is $k=\alpha\omega$, so the number of modes per polarization in $d\omega$ and solid angle $do$ is $\Omega\alpha^3\omega^2\,d\omega\,do/(2\pi)^3$. For $\mathbf d$ along $z$, the sum over the two polarizations gives $|\mathbf d|^2\sin^2\theta$, whose integral over directions is $8\pi|\mathbf d|^2/3$. Fermi's golden rule yields

$$\gamma=2\pi\cdot2\pi\omega\cdot\frac{\alpha^3\omega^2}{8\pi^3}\cdot\frac{8\pi}{3}|\mathbf d|^2=\frac43\alpha^3\omega^3|\mathbf d|^2 .$$

With $R_{10}=2e^{-r}$ and the same angular factor,

$$|\mathbf d|=\frac{1}{\sqrt3}\,\frac{2}{\sqrt{24}}\int_0^\infty r^4e^{-3r/2}dr=\frac{2}{\sqrt{72}}\cdot24\left(\frac23\right)^5=4\sqrt2\left(\frac23\right)^5,$$

so $|\mathbf d|^2=2^{15}/3^{10}=0.5549$. The frequency is $\omega=\tfrac12(1-\tfrac14)=\tfrac38$, and

$$\gamma=\frac43\,\alpha^3\,\frac{3^3}{2^9}\,\frac{2^{15}}{3^{10}}=\left(\frac23\right)^8\alpha^3=6.268\times10^8\ \text{s}^{-1}.$$

The corresponding lifetime is 1.595 ns.

### From a continuum to a decaying amplitude

Let $a$ and $b$ be the amplitudes of 2S$_{1/2}$ and 2P$_{1/2}$ without a photon, and $c_k$ that of 1S with a photon in mode $k$. Energies are measured from 2S; $\varepsilon_k$ is the energy of the state with the photon. With phases chosen to make the couplings real,

$$i\dot a=Vb,\qquad i\dot b=Va-\Delta b+\sum_kg_kc_k,\qquad i\dot c_k=\varepsilon_kc_k+g_kb .$$

No photon is present at $t=0$, so the last equation has the solution

$$c_k(t)=-ig_k\int_0^te^{-i\varepsilon_k(t-t')}b(t')\,dt'.$$

Inserting it in the second equation requires the sum $\sum_kg_k^2e^{-i\varepsilon_k\tau}$, with $\tau=t-t'$. The golden rule states that $g_k^2$ times the density of states is $\gamma/2\pi$. If this product is constant in energy, the sum becomes

$$\frac{\gamma}{2\pi}\int_{-\infty}^{\infty}e^{-i\varepsilon\tau}d\varepsilon=\gamma\,\delta(\tau).$$

The delta function sits at the end of the time integral, where half of it counts. The sum over modes is therefore $-i(\gamma/2)b$, and

$$i\dot a=Vb,\qquad i\dot b=Va-Db,\qquad D=\Delta+\frac{i\gamma}{2}. \tag{1}$$

Treating the product as constant is justified here. Photons emitted at the energies of 2S and 2P differ in frequency by a fraction $4.3\times10^{-7}$, and $\gamma\propto\omega^3$ changes by about three times that fraction. The slow variation over a wide range of energy also shifts the P level, but this shift is already included in the interval taken as input.

### The rate

Seek solutions of (1) proportional to $e^{-i\lambda t}$. The equations become $\lambda a=Vb$ and $(\lambda+D)b=Va$. Multiplying the first by $\lambda+D$ and using the second gives

$$\lambda(\lambda+D)=V^2,\qquad \lambda=\frac{-D\pm\sqrt{D^2+4V^2}}{2}. \tag{2}$$

The root that vanishes with the field belongs to the 2S-like state and has the upper sign. With $\sqrt{1+y}=1+y/2-y^2/8+y^3/16-\dots$ and $y=4V^2/D^2$,

$$\lambda=\frac{V^2}{D}-\frac{V^4}{D^3}+\frac{2V^6}{D^5}-\dots \tag{3}$$

Probabilities vary as $|e^{-i\lambda t}|^2=e^{2\,\mathrm{Im}\lambda\,t}$, so $\Gamma=-2\,\mathrm{Im}\,\lambda$. In leading order,

$$\mathrm{Im}\frac{V^2}{D}=V^2\,\mathrm{Im}\frac{\Delta-i\gamma/2}{\Delta^2+\gamma^2/4}=-\frac{\gamma}{2}\,\frac{V^2}{\Delta^2+\gamma^2/4},$$

and therefore

$$\boxed{\Gamma=\frac{\gamma V^2}{\Delta^2+\gamma^2/4}=\frac{3\gamma F^2}{\Delta^2+\gamma^2/4}},\qquad V^2\ll\Delta^2+\frac{\gamma^2}{4}. \tag{4}$$

The first amplitude equation gives $b/a=\lambda/V\simeq V/D$, so (4) is $\gamma|b/a|^2$. The atom decays at the P rate for the small fraction of its population that is in P, as the scaling argument assumed.

An atom that starts in pure 2S when the field is switched on also contains some of the other solution. Write $a=Ae^{-i\lambda t}+Be^{-i\lambda't}$, where $\lambda'=-D-\lambda$ is the second root. The conditions $a(0)=1$ and $b(0)=0$ mean $A+B=1$ and $\lambda A+\lambda'B=0$, so $B=\lambda/(\lambda-\lambda')\simeq V^2/D^2$. This part is small in $a$, so the 2S population stays close to $e^{-\Gamma t}$ throughout, and its amplitude dies as $e^{-\gamma t/2}$. In $b$ it is not small at first: $b=(\lambda Ae^{-i\lambda t}+\lambda'Be^{-i\lambda't})/V$ with $\lambda'B=-\lambda A$, so the two solutions start with equal size and $|b|^2\simeq|V/D|^2\,|1-e^{i\Delta t-\gamma t/2}|^2$. The emission rate $\gamma|b|^2$ therefore beats at the frequency $\Delta$ with a relative amplitude of about $2e^{-\gamma t/2}$, which falls to about 1% at $t=10/\gamma$. After that, a single exponential with rate $\Gamma$ remains.

The numerical check compares the late-time rate $\Gamma$ with a simulation in model units, in which the P amplitude decays only through its coupling to a discretized photon continuum.

### Numbers

The interval of 1.06 GHz corresponds to $\Delta=6.660\times10^9$ rad/s. At 1 V/cm the coupling is $V=1.3925\times10^7$ rad/s. The damping term is small, $\gamma^2/4=2.21\times10^{-3}\,\Delta^2$. Equation (4) gives

$$\Gamma=6.268\times10^8\ \text{s}^{-1}\times\frac{(1.3925\times10^7)^2}{(6.660\times10^9)^2\,(1+0.0022)}=2.73\times10^3\ \text{s}^{-1}.$$

For a field measured in V/cm, the two-level result is thus

$$\Gamma\simeq2730\,F^2\ \text{s}^{-1}.$$

At 10 V/cm the rate is $2.73\times10^5$ s$^{-1}$ and the lifetime 3.66 µs. This is still far longer than the 1.595 ns of the 2P state.

## Comparison and range of validity

### Scaling against solution

The estimate was about $9\times10^2\,d^2$ s$^{-1}$ at 1 V/cm, with $d$ in bohr. The solution shows that $d=\sqrt3$: the spatial matrix element has magnitude 3, and a third of its square belongs to 2P$_{1/2}$. The factor $d^2=3$ takes the estimate to about $2.7\times10^3$ s$^{-1}$. The damping term in the denominator, which scaling ignored, lowers the rate by 0.2%. Using the orbit size $d=4$ was too generous by a factor $16/3$.

### The omitted 2P$_{3/2}$ state

The field also couples 2S$_{1/2}$, with strength $V_3=\sqrt6\,F$, to the state 2P$_{3/2}$, which the two-level model omits.

Its position follows from the spin-orbit energy. In the electron's frame the moving nucleus produces a magnetic field, which would give $\alpha^2\,\mathbf L\cdot\mathbf S/r^3$ for a spin $g$-factor of 2; Thomas precession halves this. For 2p,

$$\langle r^{-3}\rangle=\int_0^\infty\frac{R_{21}^2}{r}\,dr=\frac1{24}\int_0^\infty re^{-r}dr=\frac1{24}.$$

The eigenvalues $\tfrac12$ and $-1$ of $\mathbf L\cdot\mathbf S$ differ by $\tfrac32$, so the two 2P levels are separated by

$$\frac{\alpha^2}{2}\cdot\frac1{24}\cdot\frac32=\frac{\alpha^2}{32},$$

or 10.949 GHz. In this order 2P$_{3/2}$ lies $10.949-1.06=9.889$ GHz above 2S$_{1/2}$. Call this height $\Delta_3$ when it is expressed as an angular frequency.

Both P levels decay to 1S, so their amplitudes might be expected to interfere. In the basis $p_x,p_y,p_z$, however, each state has a dipole along its own axis. The sum over photon polarizations and directions removes the products of different axes, and the dipole operator leaves the spin unchanged. The damping is therefore $\gamma$ times the unit matrix in the 2P space, and it remains so in the basis of definite $j$. It does not connect $j=\tfrac12$ with $j=\tfrac32$. The interference thus drops out of the total rate only. It survives in the angular distribution: in a weak field the intensities emitted along and across the field have $(I_\parallel-I_\perp)/(I_\parallel+I_\perp)\simeq0.14$ in this model.

For the amplitude $b_3$ of 2P$_{3/2}$, a weak field gives $0\simeq V_3a+(\Delta_3-i\gamma/2)b_3$, because $\lambda$ is negligible beside $\Delta_3$. Hence $|b_3/a|^2=V_3^2/(\Delta_3^2+\gamma^2/4)$, and the additional rate is

$$\Gamma_3=\frac{6\gamma F^2}{\Delta_3^2+\gamma^2/4}.$$

Its ratio to (4) is close to $2(1.06/9.889)^2=0.023$. The coupling squared is twice as large, but the level is more than nine times as far away. The addition is 63 s$^{-1}$ at 1 V/cm, and the sum is

$$\Gamma+\Gamma_3\simeq2.80\times10^3\,F^2\ \text{s}^{-1}.$$

### Sensitivity to the interval

Because $\Gamma$ varies nearly as $\Delta^{-2}$, a relative error in the interval appears doubled, with opposite sign, in the rate. A change of 0.005 GHz is about 0.5% of the adopted 1.06 GHz and shifts the coefficient by about 1% of its value, so the coefficient should not be read more finely than the input allows. With the measured intervals of 1.0578 GHz and 10.969 GHz and the reduced mass of the electron, the coefficients 2730 and 2800 become about 2750 and 2810. The two-level formula alone would reach 2800, the rounded sum found above, for an interval of 1.047 GHz.

### Stronger and weaker fields

For $\gamma\ll\Delta$, expansion in $\gamma$ gives $\mathrm{Im}\,D^{-n}\simeq-n\gamma/(2\Delta^{n+1})$. Applied to (3), this yields

$$\Gamma\simeq\gamma\frac{V^2}{\Delta^2}\left(1-3\frac{V^2}{\Delta^2}+10\frac{V^4}{\Delta^4}-\dots\right).$$

The rate first grows more slowly than $F^2$. At 10 V/cm, $V^2/\Delta^2=4.4\times10^{-4}$ and the correction is about 0.1%. At 100 V/cm, $V^2/\Delta^2=0.0437$, and the bracket is $1-0.131+0.019=0.888$. The full root (2) gives 0.886 of the $F^2$ law: $2.42\times10^7$ instead of $2.73\times10^7$ s$^{-1}$. Both rates are two-level values, without the contribution of 2P$_{3/2}$, which at 100 V/cm adds about 4% to the two-level rate instead of the weak-field 2.3%.

At the other end, (4) vanishes with the field, but the atom does not become stable. It can still emit two photons together, at a rate of roughly 8 s$^{-1}$. The field-induced rate $2730F^2$ equals this at $F\simeq\sqrt{8/2730}\simeq0.05$ V/cm. Near and below that field the two-photon process is comparable or dominant, and it is still about 1% of the field-induced rate at 0.5 V/cm.

Hyperfine structure would replace the single interval $\Delta$ by several, and the rate would then depend on the hyperfine state. The effect is not small. Let $f$ be the total angular momentum including the proton spin, and take hyperfine splittings of 0.178 GHz for 2S$_{1/2}$ and 0.059 GHz for 2P$_{1/2}$ as further inputs, with $f=1$ raised by a quarter and $f=0$ lowered by three quarters of the splitting. A weak field along $z$ couples 2S $f=0$ to 2P $f=1$ across 0.912 GHz, 2S $f=1,\ m_f=0$ to 2P $f=0$ across 1.149 GHz, and 2S $f=1,\ m_f=\pm1$ to 2P $f=1$ across 1.090 GHz, each with the strength $V$. The two-level coefficient is then multiplied by about 1.35, 0.85 and 0.95, with a mean of 1.02 over the four states. The coefficient found here belongs to the model without hyperfine structure and is the rate of no single hyperfine state.

## Numbers as computed

```
Input 2S1/2-2P1/2 interval: 1.06 GHz
Delta: 6.6602e+09 rad/s
|<2s|z|2p0>|: 3.000000 bohr
|<1s|z|2p0>|^2: 0.554929 bohr^2
Weight of p0,up in j=1/2: 0.333333
Weight of p0,up in j=3/2: 0.666667
Field of 1 V/cm: 1.94469e-10 atomic units
V at 1 V/cm: 1.3925e+07 rad/s
2P decay rate gamma: 6.2683e+08 s^-1
2P lifetime: 1.5953 ns
gamma^2/(4 Delta^2): 2.214e-03
Delta / (2P-1S frequency): 4.30e-07
Box mode sum / emission formula: 1.00342
Continuum model, simulated rate: 0.002416 (gamma=1)
Continuum model, formula rate: 0.002432 (gamma=1)
Two-level coefficient: 2734.1 s^-1 (V/cm)^-2
Two-level eigenvalue rate at 1 V/cm: 2734.0 s^-1
2P fine-structure interval: 10.949 GHz
2P3/2 height above 2S1/2: 9.889 GHz
2P3/2 addition: 63.0 s^-1 (V/cm)^-2
2P3/2 addition / two-level: 2.30 %
Coefficient with both 2P levels: 2797.0 s^-1 (V/cm)^-2
Full-matrix rate at 1 V/cm: 2797.0 s^-1
Two-level F^2 rate at 10 V/cm: 2.7341e+05 s^-1
Two-level lifetime at 10 V/cm: 3.658 microseconds
(V/Delta)^2 at 10 V/cm: 4.371e-04
Relative correction / (V/Delta)^2: -2.980
(V/Delta)^2 at 100 V/cm: 0.0437
Two-level F^2 rate at 100 V/cm: 2.7341e+07 s^-1
Two-level eigenvalue rate at 100 V/cm: 2.4222e+07 s^-1
Eigenvalue / F^2 law at 100 V/cm: 0.8859
Interval giving 2800 in two-level model: 1.0474 GHz
```
